# Soft Photon Emission from a Scattered Charge and Its Classical Limit

Suppose a charged particle scatters and the possibility that it also radiates is treated as a small correction. The correction turns out to be infinite: the lowest-order probability of emitting a photon, summed over frequencies down to zero, diverges. Without the form of the emission amplitude at low frequency, one cannot tell whether this divergence depends on the scattering potential or on the particle's spin, nor how many photons fall in a given frequency window. The amplitude has a simple form in this limit. It is the amplitude for scattering without a photon, multiplied by a factor that contains the charge and the momenta before and after, and nothing else about the particle or the collision.

The algebra uses atomic units, $\hbar=m_e=e=1$, with Gaussian fields, so that $c=1/\alpha\approx137.036$. The metric is $(+,-,-,-)$. A particle of mass $m>0$ and charge $Q$ (sign included; $Q=-1$ for an electron) enters with four-momentum $p=(E/c,\mathbf p)$ and leaves with $p'$, where $p^2=p'^2=m^2c^2$. The photon has $k=(\omega/c,\mathbf k)$, $\mathbf k=(\omega/c)\mathbf n$, $k^2=0$, and polarization $\varepsilon$ with $k\cdot\varepsilon=0$. The scattering is caused by a static potential of short range, so that the particle is free before and after. Emission is treated at lowest order in the photon coupling.

Begin with spin 0. With $P^\mu=i\partial^\mu$, which gives $p^\mu$ on a wave $e^{-ip\cdot x}$, the wave equation is

$$\left[(P-QA/c)^2-m^2c^2+U\right]\psi=0 ,$$

where $U$ describes the scattering potential and $A$ the photon field. Write the free part as $K(P)=P^2-m^2c^2$ and the part linear in $A$ as $V$. The part of $A$ that creates a photon is $A_0\varepsilon^{*\mu}e^{ik\cdot x}$. It lowers the particle's momentum by $k$. Between an incoming momentum $l$ and an outgoing momentum $l'=l-k$ it gives

$$V(l',l)=-\frac{Q}{c}A_0\,(l+l')\cdot\varepsilon^* .$$

Solving $(K+V+U)\psi=0$ by iteration gives $\psi=\psi_0-K^{-1}(V+U)\psi_0+\dots$, and the transition amplitude is the matrix element of $V+U$ between the final free wave and $\psi$. Without a photon, and at first order in $U$, it is $M_0=U$. With one photon, the terms containing $V$ and $U$ once each are

$$M_1=-V(p',p'+k)\,K^{-1}(p'+k)\,U-U\,K^{-1}(p-k)\,V(p-k,p).$$

In the first term the photon leaves after the scattering, in the second before it. The two denominators are

$$(p'+k)^2-m^2c^2=2p'\cdot k,\qquad (p-k)^2-m^2c^2=-2p\cdot k .$$

Both vanish as $\omega\to0$, because an almost free particle can travel far before or after a soft emission. Their signs differ: after the collision the intermediate particle has too much energy for its momentum, before it too little. Since $k\cdot\varepsilon^*=0$, the vertices reduce to $-(Q/c)A_0\,2p'\cdot\varepsilon^*$ and $-(Q/c)A_0\,2p\cdot\varepsilon^*$. The minus sign in front of each term cancels the minus sign of the vertex, and

$$M_1=\frac{Q}{c}A_0\left(\frac{p'\cdot\varepsilon^*}{p'\cdot k}-\frac{p\cdot\varepsilon^*}{p\cdot k}\right)M_0+O(\omega^0).$$

The order $\omega^0$ here is relative to a leading term of order $1/\omega$, with $A_0$ taken out. Three things have been put into it. First, $U$ acts between momenta shifted by $k$, which changes it by an amount of order $k$ if it is smooth. Second, if $U$ comes from an electric potential, the square $(P-QA/c)^2$ also contains a product of that potential and the photon field. This contact term has no small denominator. Third, at higher orders in $U$ the two terms above keep their form, with $U$ replaced by the series $U-UK^{-1}U+\dots$, which is the full $M_0$, but the photon can now also be emitted between two actions of $U$, inside the scattering region. There the particle's momentum is integrated over instead of being fixed at $p-k$ or $p'+k$, so for a short-range potential no factor $1/(p\cdot k)$ or $1/(p'\cdot k)$ arises, and these terms too are of order $\omega^0$. The result is therefore the eikonal factor

$$J^\mu=\frac{p'^\mu}{p'\cdot k}-\frac{p^\mu}{p\cdot k},\qquad M_1\simeq\frac{Q}{c}A_0\,(\varepsilon^*\cdot J)\,M_0 .$$

It is useful as a leading approximation when $M_0\neq0$; if $M_0$ vanishes, the neglected terms come first.

For spin 1/2 the free operator is $K(p)=\not p-mc$ and the vertex is $V=-(Q/c)A_0\not\varepsilon^*$. The inverse needed on the outgoing leg is $(\not p'+\not k+mc)/(2p'\cdot k)$. To its left stand $\bar u(p')\not\varepsilon^*$. Anticommuting, $\not\varepsilon^*\not p'=2p'\cdot\varepsilon^*-\not p'\not\varepsilon^*$, and the free equation $\bar u(p')\not p'=mc\,\bar u(p')$ makes the last piece cancel the mass term:

$$\bar u(p')\not\varepsilon^*(\not p'+\not k+mc)=\bar u(p')\left(2p'\cdot\varepsilon^*+\not\varepsilon^*\not k\right).$$

On the incoming leg the same steps give

$$(\not p-\not k+mc)\not\varepsilon^*u(p)=\left(2p\cdot\varepsilon^*-\not k\not\varepsilon^*\right)u(p),$$

to be divided by $-2p\cdot k$. The terms $2p'\cdot\varepsilon^*$ and $2p\cdot\varepsilon^*$ reproduce the spin-0 factor. The terms with $\not k$ act on the spin; they describe the coupling of the magnetic moment to the photon's field, which is proportional to $k$. That extra power of $k$ cancels the small denominator, so they contribute at order $\omega^0$ and drop out of the leading term.

The reason reaches beyond these two cases. For a particle of any spin, the inverse operator near its pole is a sum over the spin states $s$ of the free particle, divided by $2p'\cdot k$. The vertex next to it is then $-(A_0/c)\,\varepsilon^*_\mu\langle p',s'|j^\mu|p',s\rangle$, the matrix element of the particle's current between states of equal momentum. This element is fixed by charge conservation. In the rest frame let the current transfer a small momentum $q$ between two free states. Conservation requires

$$q^0\langle j^0\rangle-\mathbf q\cdot\langle\mathbf j\rangle=0,\qquad q^0=\sqrt{m^2c^2+\mathbf q^2}-mc\simeq\frac{\mathbf q^2}{2mc}.$$

The first term is of second order in $\mathbf q$, so the part of $\mathbf q\cdot\langle\mathbf j\rangle$ linear in $\mathbf q$ must vanish for every direction of $\mathbf q$. Hence $\langle\mathbf j\rangle=0$ at $\mathbf q=0$, for all pairs of spin states. The time component at $\mathbf q=0$ measures the total charge, which is $Q$ for each spin state and does not connect different ones. With states normalized to $2p^0$ per unit volume, $\langle j^0\rangle=2Qmc\,\delta_{s's}$ in the rest frame. A boost to momentum $p$ gives

$$\langle p,s'|j^\mu|p,s\rangle=2Q\,p^\mu\,\delta_{s's}.$$

A soft photon thus sees the charge and the velocity, and leaves the spin alone. The argument assumes that the matrix element is smooth at $q=0$ and that the particle has no partner of equal mass into which the current could turn it.

The numerical check builds the full amplitudes for spins 0, 1/2 and 1, the last with an added magnetic coupling, and compares them with the soft factor. For an electron mass, a kinetic energy of 100000 eV, a deflection of 90 degrees and one chosen photon direction and polarization, the deviations relative to the soft amplitude at 10 eV are $3.9\times10^{-5}$, $3.5\times10^{-5}$ and $4.7\times10^{-5}$. At 100 eV they are ten times larger. The leading factor is common, while the correction is linear in $\omega$ and differs between the cases. Part of that difference may come from the potential, which was electric for spins 0 and 1/2 and scalar for spin 1.

The relative minus sign in $J$ also secures gauge invariance. Contracting with $k$ gives $k\cdot J=1-1=0$: charge that arrives also leaves. This simplifies the polarization sum. With the third axis along $\mathbf k$, the condition reads $J^0=J^3$, so

$$\sum_\varepsilon|\varepsilon^*\cdot J|^2=(J^1)^2+(J^2)^2=-J\cdot J .$$

To turn the amplitude into a number of photons, $A_0$ is needed. A field $\mathbf A=A_0(\boldsymbol\varepsilon e^{-ik\cdot x}+\text{c.c.})$ in a volume $\mathcal V$ has a mean squared electric field $2A_0^2\omega^2/c^2$ and an equal mean squared magnetic field. Its energy is

$$\frac{\mathcal V}{8\pi}\,\frac{4A_0^2\omega^2}{c^2}=\frac{\mathcal VA_0^2\omega^2}{2\pi c^2}.$$

Setting this equal to the energy $\omega$ of one photon gives $A_0^2=2\pi c^2/(\omega\mathcal V)$. There are $\mathcal V\,d^3k/(2\pi)^3$ modes per polarization. The number of photons per scattering event is, to leading order in $\omega$,

$$dN=\frac{\mathcal V\,d^3k}{(2\pi)^3}\,\frac{Q^2}{c^2}\,\frac{2\pi c^2}{\omega\mathcal V}\,(-J^2)=\frac{Q^2}{4\pi^2}\,\frac{d^3k}{\omega}\,(-J^2).$$

With $d^3k=\omega^2d\omega\,d\Omega/c^3$ this becomes

$$\omega\frac{dN}{d\omega\,d\Omega}=\frac{Q^2\omega^2}{4\pi^2c^3}\,(-J^2).$$

Because $J$ is proportional to $1/\omega$, the right side does not depend on $\omega$. The photon number follows $d\omega/\omega$, or equally $dk/k$, and the energy per unit frequency is constant.

A classical charge whose velocity changes suddenly from $\mathbf v$ to $\mathbf v'$ has the same spectrum. Its retarded vector potential at a large distance $R$ in direction $\mathbf n$ reflects the motion at the earlier time $t$, where the observation time is $t+R/c-\mathbf n\cdot\mathbf r(t)/c$. Its Fourier component is therefore

$$\mathbf A_\omega=\frac{Q\,e^{i\omega R/c}}{cR}\int\mathbf v(t)\,e^{i\Phi(t)}dt,\qquad \Phi=\omega t-\mathbf k\cdot\mathbf r(t).$$

The radiated electric field is transverse to $\mathbf n$, with $\mathbf E_\omega=(i\omega/c)\mathbf A_{\perp\omega}$. The energy per solid angle is $(c/4\pi)R^2\int|\mathbf E|^2dt$, and the time integral equals $(1/\pi)\int_0^\infty|\mathbf E_\omega|^2d\omega$. Collecting factors,

$$\frac{dI}{d\omega\,d\Omega}=\frac{cR^2}{4\pi^2}|\mathbf E_\omega|^2=\frac{Q^2\omega^2}{4\pi^2c^3}\left|\int\mathbf v_\perp e^{i\Phi}dt\right|^2 .$$

For a kick at $t=0$ at the origin, the path is two straight lines. Damping their far ends by $e^{-\eta|t|}$ and letting $\eta\to0$ gives

$$\int_{-\infty}^0\!\mathbf v\,e^{i(\omega-\mathbf k\cdot\mathbf v)t}dt+\int_0^\infty\!\mathbf v'e^{i(\omega-\mathbf k\cdot\mathbf v')t}dt=i\left[\frac{\mathbf v'}{\omega-\mathbf k\cdot\mathbf v'}-\frac{\mathbf v}{\omega-\mathbf k\cdot\mathbf v}\right].$$

The bracket is the spatial part of $J$. Indeed $\mathbf p=E\mathbf v/c^2$ and $p\cdot k=(E/c^2)(\omega-\mathbf k\cdot\mathbf v)$, so the energy cancels in $\mathbf p/(p\cdot k)$, and likewise for $p'$. Since $|\mathbf J_\perp|^2=-J^2$, the two spectra agree, including the prefactor:

$$\frac{dI}{d\omega\,d\Omega}=\omega\,\frac{dN}{d\omega\,d\Omega}.$$

The two quantum terms, emission after and before the scattering, correspond to the two halves of the classical path.

A real kick takes some time $\tau$. An integration by parts, with the damped ends contributing nothing, shows when this matters:

$$\int\mathbf v_\perp e^{i\Phi}dt=i\int e^{i\Phi}\,\frac{d}{dt}\!\left[\frac{\mathbf v_\perp}{\omega-\mathbf k\cdot\mathbf v}\right]dt .$$

The derivative vanishes on the straight parts, so uniform motion does not radiate. If $\omega\tau\ll1$, the phase hardly changes during the kick, and what remains is the difference of the bracket between end and beginning, whatever the path between. Expanding $e^{i\Phi}$, the linear term is imaginary while the leading integral is real. The squared modulus therefore changes first at order $(\omega\tau)^2$, provided the acceleration dies away fast enough for this expansion to hold, faster than $1/|t|^3$. An acceleration with a $1/t^2$ tail, as on a Coulomb orbit, changes the spectrum already at first order in $\omega$.

The total over angles follows from

$$-J^2=\frac{2p\cdot p'}{(p\cdot k)(p'\cdot k)}-\frac{m^2c^2}{(p\cdot k)^2}-\frac{m^2c^2}{(p'\cdot k)^2}.$$

For any four-vector $P$ with $P^0>|\mathbf P|$,

$$\int\frac{d\Omega}{4\pi}\frac1{(P\cdot k)^2}=\frac{c^2}{2\omega^2}\int_{-1}^1\frac{du}{(P^0-|\mathbf P|u)^2}=\frac{c^2}{\omega^2P^2}.$$

Each of the last two terms thus averages to $-c^2/\omega^2$. For the first, use $1/(ab)=\int_0^1dx\,[xa+(1-x)b]^{-2}$, which leads to $P=xp'+(1-x)p$. Define the relative rapidity $\zeta$ by $p\cdot p'=m^2c^2\cosh\zeta$ and set $y=x-\tfrac12$. Then

$$\frac{P^2}{m^2c^2}=x^2+(1-x)^2+2x(1-x)\cosh\zeta=\cosh^2\tfrac\zeta2-4y^2\sinh^2\tfrac\zeta2 .$$

The substitution $2y=\coth(\zeta/2)\tanh w$ turns this into $\cosh^2(\zeta/2)/\cosh^2w$, with $w$ running from $-\zeta/2$ to $\zeta/2$. The factor $1/\cosh^2w$ in $dy$ cancels, and

$$\int_0^1\frac{m^2c^2}{P^2}dx=\frac{\coth(\zeta/2)}{2\cosh^2(\zeta/2)}\,\zeta=\frac{\zeta}{\sinh\zeta}.$$

The first term averages to $(c^2/\omega^2)\,2\zeta\coth\zeta$. Multiplying the sum by $4\pi\,Q^2\omega^2/(4\pi^2c^3)$ gives

$$\omega\frac{dN}{d\omega}=\frac{dI}{d\omega}=C,\qquad C=\frac{2Q^2}{\pi c}\left(\zeta\coth\zeta-1\right).$$

With no deflection $\zeta=0$ and nothing is emitted. At low speed $\cosh\zeta\simeq1+|\Delta\mathbf v|^2/(2c^2)$, so $\zeta\simeq|\Delta\mathbf v|/c$; with $\zeta\coth\zeta-1\simeq\zeta^2/3$ this gives $C\simeq2Q^2|\Delta\mathbf v|^2/(3\pi c^3)$. For large $\zeta$, $\coth\zeta\to1$ and $C$ grows linearly with $\zeta$, hence logarithmically with $p\cdot p'$.

Between two frequencies the photon number and the radiated energy are

$$N=C\ln\frac{\omega_2}{\omega_1},\qquad I=C(\omega_2-\omega_1).$$

As $\omega_1\to0$ the energy stays finite but the number does not: each further factor of ten toward lower frequency adds the same number of photons, $C\ln10$, but only a tenth of the energy added by the previous one, so $I$ approaches $C\omega_2$. At lowest order $N$ is also the probability of emitting one photon, a reading that requires $N\ll1$. A finite scattering rate at $\omega_1\to0$ requires the virtual-photon correction to scattering without emission, whose divergence cancels this one; that correction is not computed here.

Take an electron of kinetic energy 100000 eV turned through 90 degrees. Its rest energy is 510999 eV, so

$$\gamma=1+\frac{100000}{510999}=1.1957,\qquad \frac vc=\sqrt{1-\frac1{\gamma^2}}=0.5482 .$$

At a right angle $\mathbf p\cdot\mathbf p'=0$, hence $\cosh\zeta=\gamma^2=1.4297$, $\zeta=0.8967$ and $\zeta\coth\zeta-1=0.2547$. Then

$$C=\frac{2}{\pi\times137.036}\times0.2547=1.183\times10^{-3}.$$

The low-speed formula would give $9.31\times10^{-4}$, which is 21% below this value. For photons from 1 to 100 eV,

$$N=1.183\times10^{-3}\times\ln100=5.45\times10^{-3},$$

about one photon in 180 scatterings. The mean radiated energy is $1.183\times10^{-3}\times99\ \text{eV}=0.117$ eV, or $4.30\times10^{-3}$ hartree.

Two separate conditions limit these figures. The first is the duration of the kick. Let the electron turn at constant speed, with a turning rate proportional to $e^{-(t/\tau)^2}$ and $v\tau=1$ angstrom; the ratios quoted below belong to this profile. The length is chosen for illustration and does not describe an atom: such a turn needs a peak force of about $1.6\times10^5$ eV per angstrom, while a bare gold nucleus exerts about 1100 eV per angstrom at a distance of 1 angstrom. A nucleus turns such an electron through 90 degrees at an impact parameter of about 0.006 angstrom or less, no larger than the reduced wavelength $\hbar/p=0.006$ angstrom, where a classical orbit no longer applies. The length $v/\omega$ is 1082 angstrom at 1 eV and 10.8 angstrom at 100 eV, so throughout the window the turn is short on this scale. The classical spectrum, computed by following the orbit, is 0.9975 of the sudden value at 100 eV, and the photon number in the window changes by less than 0.1%. The condition $\omega\tau=1$ is reached at 1082 eV. Near there the phase varies during the turn and the contributions partly cancel: the ratio is 0.81 at 1000 eV and 0.35 at 3000 eV.

The second condition is that the photon take little of the electron's energy. The classical orbit, being prescribed, leaves this out. The full lowest-order Dirac rate for a potential of negligible range, divided by the soft value, is 0.9989 at 100 eV, 0.989 at 1000 eV and 0.889 at 10000 eV. At the kinetic energy $T$ and deflection chosen here, the deficit is close to $1.1\,\omega/T$. Its linear part comes from the electron's energy loss; in this rate, summed over spins and photon directions, the magnetic terms first enter at order $\omega^2$. The coefficient depends strongly on the potential. For a screened Coulomb potential of range 1 angstrom, treated at the same order, $U$ grows as the momentum transfer shrinks with the lost energy, and the deficit falls to about $0.04\,\omega/T$. The deficit starts linearly in $\omega$, whereas for a kick without a slow tail the effect of its duration starts quadratically, so at low enough frequency the quantum correction is then the larger of the two. The two estimates refer to different scatterers, and the crossing point depends on both: against the Gaussian turn above it lies near 46 eV for the potential of negligible range and near 1.5 eV for the screened Coulomb potential.

## Computed values

```
speed of light c = 137.035999 atomic units
electron rest energy = 510999.0 eV
kinetic energy = 100000 eV, turned through 90 degrees
gamma = 1.195695, v/c = 0.548221 (no unit)
p.p'/(m c)^2 = cosh zeta = 1.429687 (no unit)
zeta = 0.896681, zeta coth zeta - 1 = 0.254664 (no unit)
w dN/dw, closed formula = 1.183078e-03 (no unit)
w dN/dw, angular quadrature = 1.183078e-03 (no unit)
w dN/dw, low-speed formula = 9.308191e-04 (no unit)
w dN/(dw dOmega) along (1,2,2)/3 = 1.982048e-04 per steradian
Relative deviation of full amplitude from soft factor (no unit):
  spin 0, photon 10 eV: 3.924e-05
  spin 0, photon 100 eV: 3.925e-04
  spin 0, photon 1000 eV: 3.937e-03
  spin 1/2, photon 10 eV: 3.461e-05
  spin 1/2, photon 100 eV: 3.463e-04
  spin 1/2, photon 1000 eV: 3.475e-03
  spin 1, photon 10 eV: 4.667e-05
  spin 1, photon 100 eV: 4.668e-04
  spin 1, photon 1000 eV: 4.672e-03
Full Dirac w dN/dw divided by soft value (no unit):
  photon 10 eV: 0.999887
  photon 100 eV: 0.998873
  photon 1000 eV: 0.988750
  photon 10000 eV: 0.889059
Smooth kick: v tau = 1.0 angstrom
  photon energy at w tau = 1: 1081.79 eV
Classical dI/dw divided by sudden value (no unit):
  photon 1 eV: 1.000000
  photon 10 eV: 0.999975
  photon 100 eV: 0.997546
  photon 1000 eV: 0.807634
  photon 3000 eV: 0.349132
Spectral energy / Lienard energy = 1.00000018 (no unit)
v/w at 1 eV = 1081.788 angstrom
v/w at 100 eV = 10.818 angstrom
photon window = 1 to 100 eV, logarithm = 4.605170
mean photon number, sudden kick = 5.448275e-03 (no unit)
mean photon number, smooth kick = 5.446822e-03 (no unit)
mean radiated energy in window = 0.117125 eV = 4.304254e-03 hartree
```
